# Diffusion Broadening of Mössbauer Lines and the Determination of Jump Vectors: a numerical check

```python
# Result under test: diffusion broadens a Moessbauer absorption line.
#   continuous diffusion: FWHM = Gamma + 2 hbar k^2 D
#   lattice jumps:        FWHM = Gamma + (2 hbar/tau) [1 - sum_n w_n cos(k.R_n)]
# Gamma = hbar/tau0: natural width; tau0: nuclear mean lifetime;
# k: photon wave vector; D: diffusion coefficient; tau: mean residence time;
# R_n, w_n: jump vectors and their probabilities (w_n equal for +R and -R).
# The angular dependence at fixed |k| is also inverted for the jump vectors.
# Units: angstrom, ns, neV. Model A: (a/2)<111> jumps; model B: a<100> jumps.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, nnls
from scipy.stats import poisson

HBAR = const.hbar / const.e * 1e18            # neV ns
photon_eV = 15000.0
lifetime = 100.0                              # ns
a = 3.0                                       # angstrom
tau_A = 200.0                                 # ns
D_cont = 1.0e-4                               # angstrom^2/ns
k0 = photon_eV * const.e / (const.hbar * const.c) * 1e-10
Gamma = HBAR / lifetime
gam = Gamma / (2 * HBAR)                      # amplitude decay rate, 1/ns

steps_A = np.array(list(itertools.product((-1, 1), repeat=3)))
steps_B = np.vstack([np.eye(3, dtype=int), -np.eye(3, dtype=int)])
jumps_A, jumps_B = steps_A * a / 2, steps_B * a
len_A, len_B = np.linalg.norm(jumps_A[0]), np.linalg.norm(jumps_B[0])
tau_B = tau_A * len_B**2 / len_A**2           # gives equal D
D_jump = len_A**2 / (6 * tau_A)


def lattice_broadening(kvecs, jumps, tau):
    """Derived lattice formula for the added FWHM, in neV."""
    return 2 * HBAR / tau * (1 - np.cos(kvecs @ jumps.T).mean(axis=1))


def half_maximum_width(line, upper):
    """FWHM in neV of an even line shape given versus angular detuning."""
    peak = line(0.0)
    half = brentq(lambda d: line(d) - peak / 2, 0.0, upper, xtol=1e-15)
    return 2 * HBAR * half


# ---- continuous diffusion: Gaussian solves the equation, then quadrature
r, t, D = sp.symbols("r t D", positive=True)
G = sp.exp(-r**2 / (4 * D * t)) / (4 * sp.pi * D * t)**sp.Rational(3, 2)
residual = sp.diff(G, t) - D * sp.diff(r**2 * sp.diff(G, r), r) / r**2
assert sp.simplify(residual / G) == 0

x, wx = np.polynomial.legendre.leggauss(200)
times, wt = 2000 * (x + 1), 2000 * wx         # 0 to 4000 ns
s, ws = 6 * (x + 1), 6 * wx                   # distance / sqrt(2 D t)
radius = np.sqrt(2 * D_cont * times)[:, None] * s[None, :]
radial_density = 4 * np.pi * s**2 * np.exp(-s**2 / 2) / (2 * np.pi)**1.5
I_cont = np.sinc(k0 * radius / np.pi) @ (ws * radial_density)
width_cont = half_maximum_width(
    lambda d: np.sum(wt * np.exp(-gam * times) * I_cont * np.cos(d * times)),
    0.05)
broad_cont = 2 * HBAR * k0**2 * D_cont
assert abs(width_cont - Gamma - broad_cont) < 1e-6

# ---- explicit random walk on the lattice, no Fourier solution assumed
NMAX = 36                                     # largest number of jumps kept


def walk(steps, spacing, kvecs):
    """Mean phase factor and mean square distance after n = 0..NMAX jumps."""
    size = 2 * NMAX + 1
    coord = np.arange(-NMAX, NMAX + 1)
    phase = [np.exp(1j * spacing * np.outer(coord, kvecs[:, i]))
             for i in range(3)]
    r2 = spacing**2 * (coord[:, None, None]**2 + coord[None, :, None]**2
                       + coord[None, None, :]**2)
    P = np.zeros((size, size, size))
    P[NMAX, NMAX, NMAX] = 1.0
    factors, msd = [], []
    for n in range(NMAX + 1):
        cut = slice(NMAX - n, NMAX + n + 1)
        m = 2 * n + 1
        part = P[cut, cut, cut].reshape(m * m, m) @ phase[2][cut]
        part = np.einsum("xyk,yk->xk", part.reshape(m, m, -1), phase[1][cut])
        factors.append(np.einsum("xk,xk->k", part, phase[0][cut]))
        msd.append(np.sum(P * r2))
        if n < NMAX:
            P = sum(np.roll(P, tuple(int(c) for c in v), axis=(0, 1, 2))
                    for v in steps) / len(steps)
    factors = np.array(factors)
    assert np.max(np.abs(factors.imag)) < 1e-10
    return factors.real, np.array(msd)


def walk_broadening(factors, tau):
    """Added FWHM from the line summed over the number of jumps."""
    rate, n = 1 / tau, np.arange(NMAX + 1)
    result = []
    for f in factors.T:
        def line(d):
            z = rate + gam - 1j * d
            return np.sum(f * (rate / z)**n / z).real
        result.append(half_maximum_width(line, 5 * (gam + rate)) - Gamma)
    return np.array(result)


names = ["[100]", "[210]", "[110]", "[111]"]
named = np.array([[1, 0, 0], [2, 1, 0], [1, 1, 0], [1, 1, 1]], float)
named *= k0 / np.linalg.norm(named, axis=1)[:, None]
NDIR = 80
idx = np.arange(NDIR)
cz = (idx + 0.5) / NDIR
az = idx * np.pi * (3 - np.sqrt(5))
sphere = k0 * np.column_stack([np.sqrt(1 - cz**2) * np.cos(az),
                               np.sqrt(1 - cz**2) * np.sin(az), cz])
small_kl = 0.3
k_small = small_kl / len_A * np.array([[1.0, 2.0, 2.0]]) / 3
k_recip = 2 * np.pi / a * np.array([[1.0, 1.0, 0.0]])
all_k = np.vstack([named, k_small, k_recip, sphere])

phase_A, msd_A = walk(steps_A, a / 2, all_k)
phase_B, msd_B = walk(steps_B, a, all_k)
broad_A = walk_broadening(phase_A, tau_A)
broad_B = walk_broadening(phase_B, tau_B)
formula_A = lattice_broadening(all_k, jumps_A, tau_A)
formula_B = lattice_broadening(all_k, jumps_B, tau_B)
error_lattice = max(np.max(np.abs(broad_A - formula_A)),
                    np.max(np.abs(broad_B - formula_B)))
assert error_lattice < 1e-6

# diffusion coefficient from the mean square displacement after 5 tau
jump_counts = poisson.pmf(np.arange(NMAX + 1), 5.0)
D_walk_A = jump_counts @ msd_A / (6 * 5 * tau_A)
D_walk_B = jump_counts @ msd_B / (6 * 5 * tau_B)
assert abs(D_walk_A / D_jump - 1) < 1e-9
assert abs(D_walk_B / D_jump - 1) < 1e-9
small_ratio = broad_A[4] / (2 * HBAR * (small_kl / len_A)**2 * D_walk_A)
assert abs(small_ratio - 1) < 0.01            # corrections of order (kl)^2/20
assert abs(broad_A[5]) < 1e-6                 # reciprocal-lattice vector
assert abs(broad_A[2] - broad_B[2]) < 1e-6    # [110], equal D
assert abs(broad_A[0] - broad_B[0]) > 0.5     # [100] separates the models

# ---- stochastic simulation of the driven nuclear amplitude, k along [100]
rng = np.random.default_rng(7)
detuning = np.array([0.0, 0.005, 0.012])      # 1/ns
steady = -1j / (gam - 1j * detuning)[:, None] # unit driving strength
walkers, njumps, burn = 4000, 400, 50
u = np.zeros((3, walkers), complex)
mean_excited = np.zeros(3)
jump_phase = np.exp(-1j * jumps_A @ named[0])
for j in range(njumps):
    wait = rng.exponential(tau_A, walkers)
    u = steady + (u - steady) * np.exp(
        (1j * detuning[:, None] - gam) * wait)
    if j >= burn:
        mean_excited += np.mean(np.abs(u)**2, axis=1) / (njumps - burn)
    u = u * jump_phase[rng.integers(0, len(jump_phase), walkers)]
absorb_sim = 2 * gam * mean_excited
half = (Gamma + formula_A[0]) / (2 * HBAR)
absorb_formula = 2 * half / (half**2 + detuning**2)
assert np.max(np.abs(absorb_sim / absorb_formula - 1)) < 0.015  # sampling

# ---- powder: average over orientations by quadrature
z, wz = np.polynomial.legendre.leggauss(48)
phi = 2 * np.pi * np.arange(96) / 96
zz, pp = np.meshgrid(z, phi, indexing="ij")
rho = np.sqrt(1 - zz**2)
k_powder = k0 * np.column_stack([(rho * np.cos(pp)).ravel(),
                                 (rho * np.sin(pp)).ravel(), zz.ravel()])
weight = np.repeat(wz / 2 / len(phi), len(phi))
powder_values = lattice_broadening(k_powder, jumps_A, tau_A)
powder_mean = weight @ powder_values
powder_formula = 2 * HBAR / tau_A * (1 - np.sin(k0 * len_A) / (k0 * len_A))
assert abs(powder_mean - powder_formula) < 1e-8
hw = (Gamma + powder_values) / (2 * HBAR)
powder_fwhm = half_maximum_width(
    lambda d: np.sum(weight * hw / (hw**2 + d**2)), 0.1)
assert powder_fwhm < Gamma + powder_mean - 0.01

# ---- inversion: which jump pairs produce the angular dependence?
candidates = []
for v in itertools.product(range(-3, 4), repeat=3):
    same_parity = len({c % 2 for c in v}) == 1
    if same_parity and 0 < np.dot(v, v) <= 11 and v > (0, 0, 0):
        candidates.append(v)
candidates = np.array(candidates)
norm2 = np.sum(candidates**2, axis=1)
design = 1 - np.cos(sphere @ (candidates * a / 2).T)
condition = np.linalg.cond(design)
assert np.linalg.matrix_rank(design) == len(candidates)
noise_rms = 0.1
noise = rng.normal(0.0, noise_rms, NDIR)
recovered = {}
for label, data, tau, shell in (("A", broad_A[6:], tau_A, 3),
                                ("B", broad_B[6:], tau_B, 4)):
    true_pair = norm2 == shell
    expected = true_pair / true_pair.sum()
    clean = nnls(design, data)[0] * tau / (2 * HBAR)
    assert np.max(np.abs(clean - expected)) < 1e-5
    noisy = nnls(design, data + noise)[0] * tau / (2 * HBAR)
    assert noisy[true_pair].min() > 3 * noisy[~true_pair].max()
    recovered[label] = (expected.max(), noisy[true_pair].min(),
                        noisy[true_pair].max(), noisy[~true_pair].max())

# ---- worked numbers
hydro = 2 * HBAR * k0**2 * D_jump
to_mm_s = 1e-9 / photon_eV * const.c * 1e3
print(f"hbar = {HBAR:.3f} neV ns")
print(f"photon energy = {photon_eV / 1000:.1f} keV")
print(f"wave number k = {k0:.4f} 1/angstrom")
print(f"nuclear lifetime = {lifetime:.1f} ns")
print(f"natural width Gamma = {Gamma:.4f} neV")
print(f"continuous example: D = {D_cont:.1e} angstrom^2/ns")
print(f"  2 hbar k^2 D = {broad_cont:.4f} neV")
print(f"  total FWHM from quadrature = {width_cont:.4f} neV")
print(f"lattice constant a = {a:.1f} angstrom")
print(f"jump lengths A, B = {len_A:.4f}, {len_B:.4f} angstrom")
print(f"residence times A, B = {tau_A:.2f}, {tau_B:.2f} ns")
print(f"common D of A and B = {D_jump:.6f} angstrom^2/ns")
print(f"k times jump length, A = {k0 * len_A:.3f} (no unit)")
print(f"2 hbar/tau for A, B = {2*HBAR/tau_A:.4f}, {2*HBAR/tau_B:.4f} neV")
print(f"continuous formula for A and B = {hydro:.2f} neV")
print("added FWHM from explicit random walks:")
for i, name in enumerate(names):
    print(f"  k along {name}: A {broad_A[i]:.4f}, B {broad_B[i]:.4f} neV")
print(f"  [100] in Doppler velocity: A {broad_A[0]*to_mm_s:.4f}, "
      f"B {broad_B[0]*to_mm_s:.4f} mm/s")
print(f"largest walk-formula difference = {error_lattice:.1e} neV")
print(f"small-k test: kl = {small_kl:.1f}, lattice/continuous "
      f"= {small_ratio:.5f} (no unit)")
print(f"A at reciprocal vector (2pi/a)(1,1,0): {abs(broad_A[5]):.1e} neV")
print("driven-amplitude simulation, A, k along [100]:")
for d, sim, form in zip(detuning, absorb_sim, absorb_formula):
    print(f"  detuning {d:.3f} 1/ns: L = {sim:.2f} ns, "
          f"formula {form:.2f} ns")
print(f"powder A: mean added width = {powder_mean:.4f} neV")
print(f"powder A: Gamma + mean = {Gamma + powder_mean:.4f} neV")
print(f"powder A: FWHM of summed line = {powder_fwhm:.4f} neV")
print(f"inversion: {NDIR} directions, {len(candidates)} candidate pairs")
print(f"  condition number = {condition:.2f} (no unit)")
print(f"  noise on widths = {noise_rms:.2f} neV rms")
for label, (true, low, high, false) in recovered.items():
    print(f"  {label}: true pair probability {true:.4f}; noisy fit "
          f"{low:.4f} to {high:.4f}")
    print(f"     largest false pair probability {false:.4f}")
print("every check passed")
```

It prints:

```
hbar = 658.212 neV ns
photon energy = 15.0 keV
wave number k = 7.6016 1/angstrom
nuclear lifetime = 100.0 ns
natural width Gamma = 6.5821 neV
continuous example: D = 1.0e-04 angstrom^2/ns
  2 hbar k^2 D = 7.6069 neV
  total FWHM from quadrature = 14.1890 neV
lattice constant a = 3.0 angstrom
jump lengths A, B = 2.5981, 3.0000 angstrom
residence times A, B = 200.00, 266.67 ns
common D of A and B = 0.005625 angstrom^2/ns
k times jump length, A = 19.750 (no unit)
2 hbar/tau for A, B = 6.5821, 4.9366 neV
continuous formula for A and B = 427.89 neV
added FWHM from explicit random walks:
  k along [100]: A 3.9776, B 2.7758 neV
  k along [210]: A 8.3585, B 4.4299 neV
  k along [110]: A 6.2995, B 6.2995 neV
  k along [111]: A 0.8431, B 0.8622 neV
  [100] in Doppler velocity: A 0.0795, B 0.0555 mm/s
largest walk-formula difference = 4.7e-11 neV
small-k test: kl = 0.3, lattice/continuous = 0.99455 (no unit)
A at reciprocal vector (2pi/a)(1,1,0): 4.7e-11 neV
driven-amplitude simulation, A, k along [100]:
  detuning 0.000 1/ns: L = 249.17 ns, formula 249.33 ns
  detuning 0.005 1/ns: L = 179.46 ns, formula 179.56 ns
  detuning 0.012 1/ns: L = 77.02 ns, formula 77.00 ns
powder A: mean added width = 6.3211 neV
powder A: Gamma + mean = 12.9032 neV
powder A: FWHM of summed line = 12.2261 neV
inversion: 80 directions, 25 candidate pairs
  condition number = 13.90 (no unit)
  noise on widths = 0.10 neV rms
  A: true pair probability 0.2500; noisy fit 0.2467 to 0.2492
     largest false pair probability 0.0024
  B: true pair probability 0.3333; noisy fit 0.3305 to 0.3339
     largest false pair probability 0.0025
every check passed
```
